# Why Twist, Not Deformation Potential, Backscatters Electrons in Armchair Nanotubes: a program that tests the result

```python
"""Backscattering in a metallic armchair (n,n) nanotube.
Result under test: a smooth scalar potential does not reflect electrons
inside a valley, while thermal twist gives the backscattering length l,
    1/l = (g/hbar v)^2 kT/(G C) = beta^2 kappa^2 kT/(4 a^2 G C),
and the resistivity rho = (h/4e^2)/l, linear in temperature T.
Symbols: t hopping, a bond length, beta = -dln t/dln d, C circumference,
G sheet shear modulus, g twist coupling = (3/4) beta kappa t,
kappa = change of bond-length response by sublattice relaxation,
v band velocity. Axis x, circumference y. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares
from scipy.special import expit

# ---------------- parameters (round, carbon-like) ----------------
n_tube = 10
t = 2.7
a = 0.142
beta = 3.0
K_s, K_b = 700.0, 70.0            # N/m, bond stretching and bending
E_F = 0.1
T_room = 300.0
w_gamma, w_zone = 0.20, 0.16      # optical phonon energies, rough
gate_distance, eps_r = 100.0, 2.5

q_e = const.e
kB = const.k / q_e
hbar_eVs = const.hbar / q_e
b = np.sqrt(3) * a / 2
C = 3 * n_tube * a
radius = C / (2 * np.pi)
cell_area = 1.5 * np.sqrt(3) * a**2
hv = 1.5 * t * a
k0 = 2 * np.pi / (3 * b)

# ---------------- derived formulas ----------------
kappa = 12 * K_b / (K_s + 6 * K_b)
G_SI = 2 * np.sqrt(3) * K_s * K_b / (K_s + 6 * K_b)
G = G_SI / q_e * 1e-18            # eV/nm^2
g = 0.75 * beta * kappa * t


def inverse_length(T):
    return beta**2 * kappa**2 * kB * T / (4 * a**2 * G * C)


# ---------------- sublattice relaxation from bond geometry ----------------
bond_dirs = np.array([[0, 1], [np.sqrt(3)/2, -0.5], [-np.sqrt(3)/2, -0.5]])


def sheared_bonds(shift, gamma):
    d = bond_dirs + np.asarray(shift)
    d[:, 1] += gamma * bond_dirs[:, 0]
    return d                       # in units of a


def strain_residuals(shift, gamma):
    d = sheared_bonds(shift, gamma)
    length = np.linalg.norm(d, axis=1)
    out = list(np.sqrt(K_s) * (length - 1))
    for i, j in ((0, 1), (1, 2), (2, 0)):
        angle = np.arccos(d[i] @ d[j] / (length[i] * length[j]))
        out.append(np.sqrt(2 * K_b) * (angle - 2 * np.pi / 3))
    return np.array(out)


gam = 1e-3
fit = least_squares(strain_residuals, [0.0, 0.0], args=(gam,), jac='3-point',
                    xtol=1e-14, ftol=1e-14, gtol=1e-14)
lengths = np.linalg.norm(sheared_bonds(fit.x, gam), axis=1)
kappa_num = (lengths[2] - lengths[1]) / (np.sqrt(3) / 2 * gam)
G_num = 2 * fit.cost * a**2 / (gam**2 * cell_area)
assert abs(kappa_num / kappa - 1) < 2e-3
assert abs(G_num / G_SI - 1) < 2e-3

# ---------------- full tube, all 4n atoms of the unit cell ----------------
A_sites, B_sites = [], []
for j in range(n_tube):
    A_sites += [(0, 3*a*j), (b, 3*a*j + 1.5*a)]
    B_sites += [(0, 3*a*j + a), (b, 3*a*j + 2.5*a)]
bonds = []
for i, A in enumerate(A_sites):
    for j, B in enumerate(B_sites):
        for cell in (-1, 0, 1):
            dx = B[0] - A[0] + 2 * b * cell
            dy = (B[1] - A[1] + C / 2) % C - C / 2
            if np.hypot(dx, dy) < 1.1 * a:
                bonds.append((i, j, dx, dy))
assert len(bonds) == 3 * len(A_sites)


def tube_hamiltonian(k, gamma=0.0, shift=(0.0, 0.0)):
    half = len(A_sites)
    H = np.zeros((2 * half, 2 * half), complex)
    for i, j, dx, dy in bonds:
        d = np.hypot(dx + shift[0], dy + gamma * dx + shift[1])
        H[i, half + j] -= t * np.exp(-beta * (d/a - 1)) * np.exp(1j*k*dx)
    return H + H.conj().T


def state_above_crossing(k):
    energy, vec = np.linalg.eigh(tube_hamiltonian(k))
    index = np.where(energy > 0)[0][0]
    return energy[index], vec[:, index]


dk = E_F / hv
E_right, u_right = state_above_crossing(k0 + dk)
E_left, u_left = state_above_crossing(k0 - dk)
hv_num = (E_right + E_left) / (2 * dk)
scalar_overlap = abs(np.vdot(u_left, u_right))
w_rel = fit.x * a
dH = (tube_hamiltonian(k0, gam, w_rel)
      - tube_hamiltonian(k0, -gam, -w_rel)) / (2 * gam)
g_num = abs(np.vdot(u_left, dH @ u_right))
assert abs(hv_num / hv - 1) < 2e-3
assert scalar_overlap < 1e-9
assert abs(g_num / g - 1) < 5e-3
subband = min(np.sort(abs(np.linalg.eigvalsh(tube_hamiltonian(k))))[2]
              for k in k0 + np.linspace(-0.5, 0.5, 81))
assert abs(subband / (t * np.sin(np.pi / n_tube)) - 1) < 0.01

# ---------------- reflection from lattice Green functions ----------------


def reflection(V, t_up, t_down, E=E_F):
    """Mean reflection per channel for states uniform around the tube.
    V[m]: potential of slice m; t_up: A_m-B_(m+1); t_down: B_m-A_(m+1)."""
    sigma, width = [], []
    for s in (1, -1):
        hop = -s * t
        theta = np.arccos((E + s * t) / (2 * hop))
        sigma.append(hop * np.exp(-1j * np.sign(hop) * theta))
        width.append(-2 * sigma[-1].imag)
    s_diag = (sigma[0] + sigma[1]) / 2
    s_off = (sigma[0] - sigma[1]) / 2
    last = len(V) - 1
    G00 = G01 = G10 = G11 = P = None
    for m in range(last + 1):
        m00 = E - V[m] + 0j
        m11 = E - V[m] + 0j
        m01 = t + 0j
        m10 = t + 0j
        if m == 0:
            m00, m11 = m00 - s_diag, m11 - s_diag
            m01, m10 = m01 - s_off, m10 - s_off
        else:
            up, down = t_up[m - 1], t_down[m - 1]
            m00, m11 = m00 - down**2 * G11, m11 - up**2 * G00
            m01, m10 = m01 - up*down*G10, m10 - up*down*G01
        if m == last:
            m00, m11 = m00 - s_diag, m11 - s_diag
            m01, m10 = m01 - s_off, m10 - s_off
        det = m00 * m11 - m01 * m10
        G00, G11, G01, G10 = m11/det, m00/det, -m01/det, -m10/det
        if m == 0:
            P = [[G00, G01], [G10, G11]]
        else:
            top = [-down * P[1][0], -down * P[1][1]]
            low = [-up * P[0][0], -up * P[0][1]]
            P = [[G00*top[0] + G01*low[0], G00*top[1] + G01*low[1]],
                 [G10*top[0] + G11*low[0], G10*top[1] + G11*low[1]]]
    total = 0
    for i, si in enumerate((1, -1)):
        for j, sj in enumerate((1, -1)):
            amp = (P[0][0] + sj*P[0][1] + si*P[1][0] + si*sj*P[1][1]) / 2
            total = total + width[i] * width[j] * abs(amp)**2
    return 1 - total / 2


# one smooth profile, tuned to the momentum transfer right -> left
slices = 2400
amp, env = 0.01, 30.0
q_back = (np.arccos(-(1 + E_F/t)/2) - np.arccos((-1 + E_F/t)/2)) / b


def profile(x):
    return amp * np.cos(q_back * x) * np.exp(-x**2 / (2 * env**2))


x_site = (np.arange(slices) - (slices - 1) / 2) * b
x_link = (x_site[1:] + x_site[:-1]) / 2
zero, flat = np.zeros((slices, 1)), np.full((slices - 1, 1), t)
p_link = profile(x_link)[:, None]
R_scalar = reflection(profile(x_site)[:, None], flat, flat)[0]
R_stretch = reflection(zero, t*np.exp(p_link/t), t*np.exp(p_link/t))[0]
s_twist = p_link / (np.sqrt(3) * t)
R_twist = reflection(zero, t*np.exp(s_twist), t*np.exp(-s_twist))[0]
R_bragg = np.tanh(amp * env * np.sqrt(2*np.pi) / (2 * hv))**2
assert abs(R_scalar) < 1e-9 and abs(R_stretch) < 1e-9
assert abs(R_twist - R_bragg) < 0.01

# a potential confined to one ring of atoms joins the two valleys
V_ring = 1.0
sharp = np.zeros((21, 1))
sharp[10] = V_ring
R_sharp = reflection(sharp, flat[:20], flat[:20])[0]
assert abs(R_sharp * (1 + 3 * t**2 / V_ring**2) - 1) < 0.02

# random thermal twists: each link has the equipartition variance
rng = np.random.default_rng(7)
links, samples = 600, 6000
L_test = links * b
R_thermal, R_expected = [], []
for T in (T_room, 2 * T_room):
    gamma = rng.normal(0, np.sqrt(kB*T/(G*C*b)), (links, samples))
    ratio = np.exp(np.sqrt(3) / 4 * beta * kappa * gamma)
    R = reflection(np.zeros((links + 1, 1)), t * ratio, t / ratio)
    s = L_test * inverse_length(T)
    R_thermal.append(R.mean())
    R_expected.append(s / (1 + s))
    # sampling error is about 1.3 percent
    assert abs(R_thermal[-1] / R_expected[-1] - 1) < 0.06

# ---------------- phonon quanta instead of equipartition ----------------
mass_C = 12.011 * const.atomic_mass
sheet_mass = 2 * mass_C / (cell_area * 1e-18)
c_twist = np.sqrt(G_SI / sheet_mass)
q_2kF = 2 * E_F / hv
omega = c_twist * q_2kF * 1e9
w_ac = hbar_eVs * omega
v_SI = hv / hbar_eVs * 1e-9


def quantum_ratio(T):
    kT = kB * T
    e = np.linspace(-40 * kT, 40 * kT, 20001)
    f, f_up, f_dn = (expit(-(e + w) / kT) for w in (0, w_ac, -w_ac))
    N = 1 / np.expm1(w_ac / kT)
    flux = np.sum(f*(1 - f_up)*N + f*(1 - f_dn)*(N + 1)) * (e[1] - e[0])
    line_mass = sheet_mass * C * 1e-9
    zero_point = (q_2kF*1e9)**2 * const.hbar / (2*line_mass*omega) * 1e9
    return (g / hv)**2 * zero_point * flux / kT / inverse_length(T)


for T in (20.0, 100.0, 300.0):
    x = w_ac / (kB * T)
    assert abs(quantum_ratio(T) / ((x/2)**2 / np.sinh(x/2)**2) - 1) < 1e-3

# ---------------- optical phonons that the linear law omits ----------------
J = beta * t / a                  # eV/nm, hopping change per bond length
w_test = 1e-4 * a
gap_gamma = np.min(abs(np.linalg.eigvalsh(
    tube_hamiltonian(k0, 0.0, (w_test, 0.0)))))
assert abs(gap_gamma / (1.5 * J * w_test) - 1) < 2e-3
ring = np.zeros((6, 6))           # hexagon breathing, zone-boundary mode
for i in range(6):
    ring[i, (i+1) % 6] = ring[(i+1) % 6, i] = -t*np.exp(-beta*w_test/a)
    ring[i, (i+3) % 6] = -t * np.exp(2 * beta * w_test / a)
gap_zone = np.min(abs(np.linalg.eigvalsh(ring)))
assert abs(gap_zone / (3 * J * w_test) - 1) < 2e-3
hbar2_M = const.hbar**2 / mass_C / q_e * 1e18
modes = [(M2 * hbar2_M / (2*w) * cell_area / C / hv**2, w)
         for M2, w in ((4.5 * J**2, w_gamma), (9 * J**2, w_zone))]


def optical_factor(T):
    """Resistivity with optical backscattering over the twist value."""
    kT, step = kB * T, 0.002
    e = np.arange(-400, 401) * step
    f = expit(-e / kT)
    M = np.eye(len(e)) * 2 * inverse_length(T)
    bound = 1.0
    for rate, w in modes:
        m = int(round(w / step))
        N = 1 / np.expm1(w / kT)
        absorb = N + expit(-(e + w) / kT)
        emit = N + 1 - expit(-(e - w) / kT)
        M += rate * np.diag(absorb + emit)
        M += rate * (np.diag(absorb[:-m], m) + np.diag(emit[m:], -m))
        bound += rate * 2 * w * N * (N + 1) / kT / inverse_length(T)
    phi = np.linalg.solve(M, np.ones(len(e)))
    l_eff = 2 * np.sum(f * (1 - f) / kT * phi) * step
    return 1 / (l_eff * inverse_length(T)), bound


optical = {}
for T in (100.0, 200.0, 300.0):
    optical[T], upper = optical_factor(T)
    # a uniformly shifted distribution gives an upper bound
    assert 1 - 1e-6 < optical[T] < upper + 1e-6

# ---------------- results ----------------
l_room = 1 / inverse_length(T_room)
R_K4 = const.h / (4 * q_e**2)
rho = R_K4 / l_room               # ohm/nm, equal to kOhm/um
coulomb = q_e / (2*np.pi*const.epsilon_0*eps_r) * 1e9
charge_product = 4/(np.pi*hv) * coulomb * np.log(2*gate_distance/radius)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("tube index n", n_tube)
show("hopping t", t, "eV")
show("bond length a", a, "nm")
show("beta", beta)
show("bond stretching K_s", K_s, "N/m")
show("bond bending K_b", K_b, "N/m")
show("Fermi level above crossing", E_F, "eV")
show("temperature", T_room, "K")
show("kT", kB * T_room, "eV")
show("circumference C", C, "nm")
show("hbar v, formula", hv, "eV nm")
show("hbar v, full tube", hv_num, "eV nm")
show("velocity v", v_SI, "m/s")
show("kappa, formula", kappa)
show("kappa, minimized", kappa_num)
show("shear modulus G, formula", G_SI, "N/m")
show("shear modulus G, minimized", G_num, "N/m")
show("shear modulus G", G, "eV/nm^2")
show("twist coupling g, formula", g, "eV")
show("twist coupling g, full tube", g_num, "eV")
show("scalar overlap left-right, full tube", scalar_overlap, "", ".1e")
show("profile amplitude", amp, "eV")
show("profile Gaussian width", env, "nm")
show("reflection, smooth scalar (size)", abs(R_scalar), "", ".1e")
show("reflection, smooth stretch (size)", abs(R_stretch), "", ".1e")
show("reflection, smooth twist", R_twist)
show("reflection, twist, tanh^2 formula", R_bragg)
show("reflection, 1 eV on one atomic ring", R_sharp)
show("thermal test length", L_test, "nm")
show("thermal reflection 300 K, lattice", R_thermal[0], "", ".3g")
show("thermal reflection 300 K, formula", R_expected[0], "", ".3g")
show("thermal reflection 600 K, lattice", R_thermal[1], "", ".3g")
show("thermal reflection 600 K, formula", R_expected[1], "", ".3g")
show("rms twist strain per link, 300 K", np.sqrt(kB*T_room/(G*C*b)))
show("backscattering length l, 300 K", l_room, "nm")
show("backscattering rate W, 300 K", v_SI / (l_room*1e-9), "1/s")
show("h/4e^2", R_K4 / 1e3, "kOhm")
show("resistivity, 300 K", rho, "kOhm/um")
show("resistivity slope", rho / T_room * 1e3, "Ohm/(um K)")
show("resistance of 1 um tube, 300 K", R_K4/1e3 + rho, "kOhm")
show("twist sound speed", c_twist, "m/s")
show("twist phonon energy at 2k_F", w_ac * 1e3, "meV")
show("same energy as temperature", w_ac / kB, "K")
show("sound speed over v", c_twist / v_SI)
for T in (20.0, 100.0, 300.0):
    show(f"phonon-quantum factor, {T:.0f} K", quantum_ratio(T), "", ".4f")
show("optical emission length, zone centre", 1 / modes[0][0], "nm", ".3g")
show("optical emission length, zone edge", 1 / modes[1][0], "nm", ".3g")
for T in (100.0, 200.0, 300.0):
    show(f"resistivity factor with optical, {T:.0f} K", optical[T], "", ".4f")
show("next subband edge from crossing", subband, "eV")
show("level broadening hbar v/l", hv / l_room * 1e3, "meV", ".3g")
show("phonon phase during l/v", omega * l_room*1e-9 / v_SI, "rad", ".3g")
show("gate distance", gate_distance, "nm")
show("dielectric constant", eps_r)
show("v over charge-mode velocity", (1 + charge_product)**-0.5, "", ".2g")
print("every check passed")
```

Output:

```
tube index n: 10
hopping t: 2.7 eV
bond length a: 0.142 nm
beta: 3
bond stretching K_s: 700 N/m
bond bending K_b: 70 N/m
Fermi level above crossing: 0.1 eV
temperature: 300 K
kT: 0.02585 eV
circumference C: 4.26 nm
hbar v, formula: 0.5751 eV nm
hbar v, full tube: 0.5751 eV nm
velocity v: 8.737e+05 m/s
kappa, formula: 0.75
kappa, minimized: 0.75
shear modulus G, formula: 151.6 N/m
shear modulus G, minimized: 151.6 N/m
shear modulus G: 945.9 eV/nm^2
twist coupling g, formula: 4.556 eV
twist coupling g, full tube: 4.556 eV
scalar overlap left-right, full tube: 6.8e-15
profile amplitude: 0.01 eV
profile Gaussian width: 30 nm
reflection, smooth scalar (size): 8.0e-15
reflection, smooth stretch (size): 9.8e-15
reflection, smooth twist: 0.3299
reflection, twist, tanh^2 formula: 0.3297
reflection, 1 eV on one atomic ring: 0.04377
thermal test length: 73.79 nm
thermal reflection 300 K, lattice: 0.0291
thermal reflection 300 K, formula: 0.0289
thermal reflection 600 K, lattice: 0.0559
thermal reflection 600 K, formula: 0.0561
rms twist strain per link, 300 K: 0.007223
backscattering length l, 300 K: 2483 nm
backscattering rate W, 300 K: 3.518e+11 1/s
h/4e^2: 6.453 kOhm
resistivity, 300 K: 2.599 kOhm/um
resistivity slope: 8.662 Ohm/(um K)
resistance of 1 um tube, 300 K: 9.052 kOhm
twist sound speed: 1.411e+04 m/s
twist phonon energy at 2k_F: 3.229 meV
same energy as temperature: 37.48 K
sound speed over v: 0.01615
phonon-quantum factor, 20 K: 0.7524
phonon-quantum factor, 100 K: 0.9884
phonon-quantum factor, 300 K: 0.9987
optical emission length, zone centre: 211 nm
optical emission length, zone edge: 84.4 nm
resistivity factor with optical, 100 K: 1.0000
resistivity factor with optical, 200 K: 1.0272
resistivity factor with optical, 300 K: 1.2225
next subband edge from crossing: 0.8343 eV
level broadening hbar v/l: 0.232 meV
phonon phase during l/v: 13.9 rad
gate distance: 100 nm
dielectric constant: 2.5
v over charge-mode velocity: 0.25
every check passed
```
